# Charge-transfer resistance and the current on a shallow sinusoidal cathode

## Form of the answer from symmetry and dimensions

A cathode has the shallow profile

$$z=h(x)=a\cos kx,\qquad k=\frac{2\pi}{\lambda},\qquad ka\ll1. \tag{1}$$

The electrolyte fills $z>h$, so the crests, where $\cos kx=1$, point into it. We seek the local current density $i(x)$, counted positive when current enters the cathode, relative to its mean $i_0$.

To first order in $a$ the response is linear in the profile. The flat system is unchanged by translation along $x$, so a profile of wavenumber $k$ produces a current modulation of the same wavenumber. Reflection $x\to-x$ leaves the profile unchanged and rules out a sine term. Therefore

$$\frac{i(x)}{i_0}=1+\varepsilon\cos kx,\qquad \varepsilon\propto a. \tag{2}$$

The other quantities are the electrolyte conductivity $\kappa$ and the charge-transfer resistance $R$, in ohm times area. Their product is a length,

$$\Lambda=\kappa R, \tag{3}$$

the thickness of electrolyte whose resistance per unit area equals $R$. If the counter electrode is far away and the kinetics are linear, no other length enters. A dimensionless $\varepsilon$ proportional to $a$ must then have the form

$$\varepsilon=ka\,f(k\Lambda). \tag{4}$$

The function $f$ measures how far charge transfer suppresses the modulation that the electrolyte alone would produce. Finding it requires the field equations.

## The boundary-value problem

Let $\phi$ be the potential in the solution. With uniform $\kappa$ the current density vector is $\mathbf j=-\kappa\nabla\phi$, and charge conservation, $\nabla\cdot\mathbf j=0$, gives

$$\nabla^2\phi=0. \tag{5}$$

Let $\mathbf n$ be the unit normal pointing from the cathode into the electrolyte. Current enters the cathode along $-\mathbf n$, so

$$i=-\mathbf n\cdot\mathbf j=\kappa\,\mathbf n\cdot\nabla\phi. \tag{6}$$

The metal is taken as an equipotential at $\phi_m$. Let $E$ be the equilibrium value of the metal potential minus the solution potential. The cathodic overpotential, counted positive when it drives deposition, is

$$\eta=\phi(x,h)-\phi_m+E. \tag{7}$$

Linear kinetics means that, about the mean state,

$$\eta=\eta_0+R\,(i-i_0), \tag{8}$$

with the same $\eta_0$ and $R$ everywhere on the surface. Concentrations are uniform for now, so $E$ is constant and a change of $\eta$ along the surface is a change of $\phi(x,h)$.

For a flat cathode the solution is

$$\phi_0(z)=\phi_s+\frac{i_0}{\kappa}z, \tag{9}$$

where $\phi_s$ is the solution potential at the surface. The slope is positive because the current flows down the potential, towards the cathode.

## First-order solution

Write $\phi=\phi_0+\phi_1$, with $\phi_1$ of order $a$. By the symmetry argument $\phi_1$ varies as $\cos kx$. Equation (5) then requires its $z$-dependence to be a combination of $e^{kz}$ and $e^{-kz}$, and a distant counter electrode excludes the growing one:

$$\phi_1=B\,e^{-kz}\cos kx. \tag{10}$$

**Current.** The normal is $\mathbf n=(-h',1)/\sqrt{1+h'^2}$, so (6) reads

$$i=\kappa\,\frac{\partial_z\phi-h'\,\partial_x\phi}{\sqrt{1+h'^2}}. \tag{11}$$

Here $h'$ is of order $ka$. The flat field has no $x$-derivative, so $h'\partial_x\phi=h'\partial_x\phi_1$ is second order, and the square root also differs from one at second order. The slope of $\phi_0$ is the same at $z=h$ as at $z=0$, and moving $\partial_z\phi_1$ from $h$ to $0$ costs another second-order term. What remains is

$$i=i_0+\kappa\,\partial_z\phi_1\big|_{z=0}=i_0-\kappa kB\cos kx. \tag{12}$$

Comparison with (2) gives $i_0\varepsilon=-\kappa kB$, or

$$B=-\frac{i_0\varepsilon}{\kappa k}. \tag{13}$$

A positive excess at the crests thus goes with $B<0$: the solution potential there lies below the flat-cathode field $\phi_0$ at the same point, because the extra current costs extra voltage in the electrolyte. Along the surface itself the potential is still not lower at the crests than at the troughs, as the next step shows.

**Surface potential.** At the actual surface, to first order,

$$\phi(x,h)=\phi_s+\left(\frac{i_0a}{\kappa}+B\right)\cos kx. \tag{14}$$

The first term in the bracket arises because a crest reaches a distance $a$ up the existing potential gradient. By (8) the modulation of $\phi(x,h)$ must equal $R$ times that of the current:

$$\frac{i_0a}{\kappa}+B=R\,i_0\varepsilon. \tag{15}$$

Inserting (13) and moving $B$ to the right gives

$$\frac{i_0a}{\kappa}=i_0\varepsilon\left(R+\frac{1}{\kappa k}\right). \tag{16}$$

Dividing by $i_0$ and multiplying by $\kappa k$ turns this into $ka=\varepsilon(k\kappa R+1)$. Hence

$$\boxed{\;\varepsilon=\frac{ka}{1+k\Lambda},\qquad \Lambda=\kappa R\;} \tag{17}$$

and the function in (4) is $f=1/(1+k\Lambda)$.

The modulation has zero mean at this order. The result is therefore the same whether the cell is held at fixed voltage or at fixed mean current. Because the problem is linear in $h$, a general shallow profile can be split into Fourier components, each obeying (17) with its own $k$ to first order. A component much smaller than the others can be distorted by their second-order terms.

## Why short wavelengths are suppressed most

Equation (16) describes a series circuit. The voltage $i_0a/\kappa$, gained by reaching into the electrolyte, drives the excess current through two resistances per unit area: $R$ at the interface and $1/(\kappa k)$ in the solution. The second is a spreading resistance. The disturbance penetrates a depth of about $1/k$, so a shorter wavelength means a shorter path for the redistributed current. The interfacial resistance has no such dependence. The share of the driving voltage taken by charge transfer is

$$\frac{R}{R+1/(\kappa k)}=\frac{k\Lambda}{1+k\Lambda}, \tag{18}$$

which tends to one at short wavelengths.

Three comparisons must be kept apart. In each, $\Lambda$ is held fixed.

1. Relative to the case $R=0$, where $\varepsilon=ka$, the excess is reduced by the factor $1/(1+k\Lambda)$. This factor falls steadily as $\lambda$ shortens, which is the sense in which suppression is strongest for short waves.

2. At fixed amplitude $a$ the excess itself does not fall. Differentiation of (17) gives

$$\frac{\partial\varepsilon}{\partial k}=\frac{a}{(1+k\Lambda)^2}>0. \tag{19}$$

It rises with $k$ and saturates:

$$\varepsilon\to ka\quad(k\Lambda\ll1),\qquad \varepsilon\to\frac a\Lambda\quad(k\Lambda\gg1). \tag{20}$$

On the plateau the spreading resistance is negligible, and the whole voltage $i_0a/\kappa$ falls across $R$.

3. At fixed steepness $ka$ the excess does fall with decreasing wavelength, because the numerator of (17) is then constant.

The two limits in (20) meet at $k\Lambda=1$, that is, at $\lambda=2\pi\Lambda$.

## A counter electrode at finite distance

Let a flat, unpolarized counter electrode lie at $z=H$. Its potential is uniform, so $\phi_1$ must vanish there, and (10) is replaced by

$$\phi_1=B\,\frac{\sinh k(H-z)}{\sinh kH}\cos kx. \tag{21}$$

Its slope at $z=0$ is $-k\coth(kH)\,B\cos kx$. The surface condition (15) is unchanged, so the only alteration is that $k$ becomes $q$:

$$\varepsilon=\frac{qa}{1+q\Lambda},\qquad q=k\coth kH. \tag{22}$$

For $kH\gg1$ we recover (17). For $kH\ll1$, $q\to1/H$ and

$$\varepsilon\to\frac{a}{H+\Lambda}. \tag{23}$$

This is the result for independent columns of electrolyte. A crest shortens its column by $a$, out of a total resistance equivalent to the length $H+\Lambda$. The column current varies as $1/(H+\Lambda-a\cos kx)$, so in a thin gap first order requires $a\ll H+\Lambda$ as well as $ka\ll1$.

## Tafel kinetics

Far from equilibrium, and with uniform concentration, $i\propto e^{\eta/b}$ with $b=R_gT/(\alpha F)$. Here $R_g$ is the gas constant, $F$ the Faraday constant and $\alpha$ the cathodic transfer coefficient. Since $di/d\eta=i/b$, the slope at the mean current gives

$$R=\frac b{i_0},\qquad \Lambda=\frac{\kappa b}{i_0}. \tag{24}$$

The modulation of overpotential is $Ri_0\varepsilon=b\varepsilon$. The exponential is thus expanded in $\varepsilon$ itself, and since $\varepsilon\le ka$ for a distant counter electrode, $ka\ll1$ also justifies the linear kinetics.

On the plateau $\varepsilon\approx ai_0/(\kappa b)$. Within this model, a lower current density or a more conductive bath therefore makes the deposition more even, at fixed $a$ and $b$ and with negligible depletion. With depletion the conductivity rule can reverse at long wavelengths: for the flat-edged layer of the example below, (28) rises from 0.29% to 0.41% at 100 mm when $\kappa$ is doubled.

## Depletion of the metal ion

Equation (8) omits changes in concentration. To size them, let the ion, of charge number $n$ and diffusivity $D$, cross a stagnant layer of thickness $\delta$ by diffusion alone, with bulk concentration $c_b$ at the outer edge. Then $i=nFD\,\mathbf n\cdot\nabla c$. The limiting current density is $i_L=nFDc_b/\delta$, and $u=i_0/i_L$ is the fraction in use. The flat state has gradient $G=i_0/(nFD)=uc_b/\delta$ and surface concentration $c_s=(1-u)c_b$. Define

$$m=\frac G{c_s}=\frac{u}{(1-u)\delta}. \tag{25}$$

Let the perturbation be $c_1=c_s\gamma(z)\cos kx$. Steady diffusion gives $\gamma''=k^2\gamma$. The flux condition $nFDc_s\gamma'(0)=i_0\varepsilon$ gives $\gamma'(0)=m\varepsilon$. Hence

$$\gamma(z)=\gamma(0)\cosh kz+\frac{m\varepsilon}{k}\sinh kz. \tag{26}$$

If the outer edge is flat, $\gamma(\delta)=0$. If it follows the profile, it lies at $z=\delta+h$, and holding $c=c_b$ there requires $\gamma(\delta)=-ma$. Solving (26) for $\gamma(0)$ and adding the change $ma$ due to the surface displacement gives the relative modulation of surface concentration,

$$ma+\gamma(0)=mag-\frac{m\varepsilon}{k}\tanh k\delta, \tag{27}$$

with $g=1$ for a flat edge and $g=1-\operatorname{sech}k\delta$ for an edge that follows.

Take a rate proportional to $c\,e^{\eta/b}$, where $\eta$ is (7) with $E$ held at its value for the bulk concentration. The factor $c$ then carries the concentration dependence, and a change of $\eta$ along the surface is still a change of $\phi(x,h)$. Its relative change is (27) plus the change of $\eta/b$. From (14), with $B=-i_0\varepsilon\tanh(kH)/(\kappa k)$ for the finite cell, the latter is $[a-\varepsilon\tanh(kH)/k]/\Lambda$. Setting the sum equal to $\varepsilon$ and collecting terms,

$$\varepsilon=\frac{a\,(1/\Lambda+mg)}{1+\dfrac{\tanh kH}{k\Lambda}+\dfrac{m\tanh k\delta}{k}}. \tag{28}$$

For $m=0$ this is (22). Depletion can be ignored if $mg\Lambda\ll1$ and $u\ll1$. The second condition alone is not enough, because (24) and (25) give

$$m\Lambda=\frac{\kappa b}{nFDc_b(1-u)}, \tag{29}$$

which does not vanish as the current is lowered within the range of Tafel kinetics. For an edge that follows the profile, $g\approx(k\delta)^2/2$ when $k\delta\ll1$, and the simple formula survives if $u\ll1$ and $m\Lambda$ is not large. As $k\delta$ grows past one, this $g$ rises towards the flat-edge value of one (0.35 at $k\delta=1$, 0.73 at 2, 0.90 at 3), so the plateau $a/\Lambda$ does not extend to arbitrarily short waves unless $m\Lambda\ll1$.

## Example: an iron plating bath

Consider iron deposited from a hot, concentrated ferrous chloride bath, with rough typical values: $T=363$ K, $i_0=50$ mA/cm², $\kappa=0.20$ S/cm and $\alpha=0.5$. The roughness amplitude is $a=20$ µm. Then $b=62.6$ mV, and

$$R=\frac{0.0626\ \text{V}}{0.050\ \text{A/cm}^2}=1.25\ \Omega\,\text{cm}^2,$$

$$\Lambda=0.20\times1.25\ \text{cm}=2.50\ \text{mm}.$$

The crossover wavelength is $2\pi\Lambda=15.7$ mm and the plateau is $a/\Lambda=0.80\%$. At $\lambda=1$ mm, $ka=12.57\%$ and $k\Lambda=15.7$, so $\varepsilon=12.57\%/16.7=0.75\%$. Equation (17) gives:

| $\lambda$ (mm) | $1/(1+k\Lambda)$ | $\varepsilon$ at $R=0$ (%) | $\varepsilon$ (%) |
|---:|---:|---:|---:|
| 1 | 0.060 | 12.57 | 0.75 |
| 5 | 0.241 | 2.51 | 0.61 |
| 20 | 0.560 | 0.63 | 0.35 |
| 100 | 0.864 | 0.13 | 0.11 |

The last column rises towards short wavelengths even as the suppression deepens. At fixed steepness $ka=0.05$ the order reverses: $\varepsilon$ is 4.3% at 100 mm and 0.30% at 1 mm.

The driving voltage $i_0a/\kappa$ is 0.50 mV at every wavelength. At 1 mm, 0.47 mV of it falls across the interface and 0.03 mV in the solution. At 100 mm the shares are 0.07 mV and 0.43 mV.

For a coating of mean thickness 50 µm, the extra deposit at a crest of the 1 mm profile is $50\times0.0075=0.38$ µm. Without charge-transfer resistance it would be 6.3 µm. Both figures hold the initial profile fixed during growth; the second is a sizeable part of $a$, so there the approximation is crude. With density 7.87 g/cm³, molar mass 55.85 g/mol and two electrons per ion, Faraday's law gives a plating time of 45 min, or 48 min if 5% of the current everywhere goes to hydrogen.

**Neglected geometry and curvature.** A finite-element solution of Laplace's equation for the full 20 µm profile at $\lambda=1$ mm, with the complete Tafel law and a flat counter electrode at 1.5 mm, gives a first harmonic of 0.753% of the mean, against 0.751% from (17). The crest lies 0.767% above the mean and the trough 0.740% below it. Here the mean is the average over $x$ of the local current density, and the cell voltage is held at its flat-cathode value; holding that average at $i_0$ instead gives 0.754%, 0.768% and 0.741%. The current per projected area is larger than this mean by about $(ka)^2/4\approx0.4\%$, because the corrugated surface is longer; measured against it, the crest lies 0.37% above and the trough 1.13% below. Reversing the sign of $a$ exchanges crest and trough, so this asymmetry comes from terms even in $a$, which first-order theory omits. At the longest wavelength, 100 mm, a cell gap of 50 mm changes $\varepsilon$ from 0.1086% to 0.1089%.

**Comparison with a real bath.** The inputs are rough. On the plateau $\varepsilon$ is proportional to $\alpha/\kappa$, so errors in these two pass straight into it. The assumption most at risk is uniform concentration. With 2.0 mol/L of ferrous ion, $D=2.0\times10^{-5}$ cm²/s and $\delta=50$ µm, $i_L=1.54$ A/cm² and $u=0.032$, yet $m\Lambda=1.7$. This value is probably low. By the Nernst–Einstein relation, only approximate at this concentration, the ferrous ion alone would conduct 0.49 S/cm, more than the 0.20 S/cm assumed for the whole bath. With consistent inputs that relation turns (29) into $m\Lambda=n/[\alpha t_+(1-u)]$, where $t_+$ is the share of the current carried by the metal ion. This is at least 4 here, and much larger when $t_+$ is small enough for migration to be neglected. If the layer follows the profile, (28) with $H=50$ mm gives 0.79% at 1 mm and 0.59% at 5 mm, changes of about $+5\%$ and $-2\%$ relative to (17). If its outer edge is flat, the values are 1.95% and 1.58%, about 2.6 times the simple result. The flow decides which picture is closer, and a real layer need match neither. Migration of the ion, diffusion potentials and conductivity changes within the layer are also left out. Within this diffusion-only model, with these inputs and $\delta=50$ µm, the last column of the table holds to about 5% if the layer follows the profile and is too low by a factor of 2.6 to 2.7 if its edge is flat. Neither figure carries over to a real bath. For a layer that follows the profile, (28) raises the 1 mm value by about 22% at $\delta=100$ µm and 72% at $\delta=200$ µm. A dilute-solution estimate for ferrous chloride without supporting salt, with migration included, $\delta=50$ µm and $t_+=0.41$, raises the 1 mm value above (17) at the same $\kappa$ by 12% if $\kappa$ is held at 0.20 S/cm and by 17% if $D$ is held instead, and gives a factor of about 5 for a flat edge. These figures grow as $t_+$ falls: at $t_+=0.2$ they are 27%, 41% and about 10.

Numerical values quoted here were computed with a short program.
